# The averaged coupled-pair functional and its relation to CI, AQCC and CEPA(0), part 1

(Sections cited here and not found follow in the second part.)

## I. The functional and identical electron pairs

### Definitions and conventions

Let $H$ be the electronic Hamiltonian in a finite orbital basis and $N$ the number of correlated electrons. The reference function $\Psi_0$ is normalized and has the energy $E_0=\langle\Psi_0|H|\Psi_0\rangle$. The external function $\Psi_e$ is a combination of functions excited out of the reference, orthogonal to it:

$$\langle\Psi_0|\Psi_0\rangle=1,\qquad \langle\Psi_0|\Psi_e\rangle=0. \tag{1}$$

All functions and coefficients are real. The total function $\Psi_0+\Psi_e$ is in intermediate normalization: the reference has coefficient one, and the norm of $\Psi_e$ is free. The correlation energy is measured from $E_0$, so a negative value means a lowering. "Exact" means full configuration interaction (full CI) in the given orbital basis.

The object of study is the functional

$$F_g[\Psi_e]=\frac{\langle\Psi_0+\Psi_e|H-E_0|\Psi_0+\Psi_e\rangle}{1+g\,\langle\Psi_e|\Psi_e\rangle},\qquad 0\le g\le 1. \tag{2}$$

Its minimum over $\Psi_e$ is called $E$. For $g=1$ the denominator is the true norm, and $E$ is the correlation energy of truncated CI. The number $g$ changes the weight of the external norm and nothing else. The averaged coupled-pair functional (ACPF) takes $g=2/N$. This value follows from a system whose exact answer is known: $n=N/2$ identical electron pairs that do not interact.

### One pair

Let one pair have the Hamiltonian $h$, the normalized reference $\phi_0$ and the reference energy $e_0$. Write $\bar h=h-e_0$, so that $\langle\phi_0|\bar h|\phi_0\rangle=0$. The pair function is $\phi_0+\chi$ with $\langle\phi_0|\chi\rangle=0$. Define

$$s=\langle\chi|\chi\rangle,\qquad a=2\langle\phi_0|\bar h|\chi\rangle+\langle\chi|\bar h|\chi\rangle. \tag{3}$$

The factor 2 collects the two equal cross terms of a real function. The energy expectation value relative to $e_0$ is $a/(1+s)$. If $\chi$ ranges over all singly and doubly excited functions of the two electrons, every pair function that overlaps $\phi_0$ can be written in this way. Provided the exact ground state has such an overlap,

$$\varepsilon=\min_\chi\frac{a}{1+s} \tag{4}$$

is the exact pair correlation energy. CI with single and double excitations is exact for two electrons.

### Many pairs: what truncation spoils

For pairs at large separation,

$$H-E_0=\sum_{i=1}^{n}\bar h_i,\qquad E_0=ne_0,\qquad \Psi_0=\prod_i\phi_0(i). \tag{5}$$

The products are to be read as antisymmetrized. Permutations that exchange electrons between distant pairs contribute nothing to the matrix elements needed here, because the orbitals of different pairs do not overlap. Simple products therefore give the correct values.

The exact function is the product of the pair functions $\phi_0+\chi$. Its norm is $(1+s)^n$. In the expectation value of $\bar h_i$, pair $i$ gives $a$ and each of the other $n-1$ pairs gives its norm $1+s$. Hence

$$\frac{n\,a\,(1+s)^{n-1}}{(1+s)^n}=\frac{n\,a}{1+s}. \tag{6}$$

The norm factors of the spectator pairs cancel, and the energy is proportional to $n$.

Now restrict the external function to one excited pair at a time. Let $\chi_i$ denote the function in which pair $i$ is in the state $\chi$ and all others are in $\phi_0$, and put $\Psi_e=\sum_i\chi_i$. Four kinds of matrix element occur.

- The overlap for $i\ne j$ is $\langle\chi_i|\chi_j\rangle=\langle\chi|\phi_0\rangle\langle\phi_0|\chi\rangle=0$. The external norm is therefore $ns$.
- The coupling to the reference is $\langle\Psi_0|H-E_0|\chi_i\rangle=\langle\phi_0|\bar h|\chi\rangle$. A term $\bar h_k$ with $k\ne i$ leaves the factor $\langle\phi_0|\chi\rangle=0$ in pair $i$.
- The diagonal element is $\langle\chi_i|H-E_0|\chi_i\rangle=\langle\chi|\bar h|\chi\rangle$, because each spectator contributes $s\,\langle\phi_0|\bar h|\phi_0\rangle=0$.
- The element between $\chi_i$ and $\chi_j$ with $i\neq j$ vanishes. The two functions differ in two pairs, and $\bar h_k$ acts on one. The other differing pair leaves an overlap of $\phi_0$ with $\chi$.

The numerator of Eq. (2) is thus $na$, and

$$F_g=\frac{n\,a}{1+g\,n\,s}. \tag{7}$$

The numerator agrees with the right side of Eq. (6). The denominator agrees if $gn=1$, that is, if

$$g=\frac1n=\frac2N. \tag{8}$$

With $g=1$ the denominator is $1+ns$. It grows with the number of pairs, and the energy per pair shrinks.

Hydrogen molecules show the size of the effect. For one H$_2$ with a bond of 1.4 bohr and an RHF/6-31G reference, the exact pair function has $s=0.014655$ and $a=-0.025302$ hartree. Three such molecules have $3a=-0.075906$ hartree. Division by $1+s=1.014655$ gives $-0.07481$ hartree, the exact value. Division by $1+3s=1.043965$ gives $-0.07271$ hartree. Truncated CI can still readjust $\chi$, and its minimum is slightly lower, $-0.07277$ hartree. For three molecules the readjustment repairs about 3% of the loss.

### The same factor from the amplitude equations

Equation (8) came from comparing two denominators at a fixed $\chi$. The amplitude equations show what the factor replaces. Expand $\chi=\sum_\mu c_\mu|\mu\rangle$ in orthonormal pair functions and define

$$v_\mu=\langle\mu|\bar h|\phi_0\rangle,\qquad m_{\mu\nu}=\langle\mu|\bar h|\nu\rangle. \tag{9}$$

The exact pair function satisfies $\bar h(\phi_0+\chi)=\varepsilon(\phi_0+\chi)$. Projection on $\phi_0$ and on $\mu$ gives

$$\varepsilon=\sum_\nu v_\nu c_\nu,\qquad v_\mu+\sum_\nu m_{\mu\nu}c_\nu=\varepsilon\,c_\mu. \tag{10}$$

For $n$ pairs, let $\Psi$ be the exact product function with eigenvalue $E=n\varepsilon$, and project its eigenvalue equation on the function $\mu_i$, in which pair $i$ is in $\mu$ and the others are in $\phi_0$. The right side is $E c_\mu$. The left side has the following parts.

- The reference contributes $v_\mu$.
- Functions with pair $i$ excited contribute $\sum_\nu m_{\mu\nu}c_\nu$. Functions with another single pair excited contribute nothing, by the argument of the fourth item above.
- Functions with pairs $i$ and $j$ both excited contribute through $\bar h_j$, which returns pair $j$ to $\phi_0$. The amplitude is the product $c_\mu c_\nu$, so each $j$ gives $c_\mu\sum_\nu v_\nu c_\nu=\varepsilon c_\mu$.
- Functions with two excited pairs neither of which is $i$, and functions with three or more excited pairs, differ from $\mu_i$ in at least two pairs and contribute nothing.

There are $n-1$ choices of $j$, and therefore

$$v_\mu+\sum_\nu m_{\mu\nu}c_\nu+(n-1)\varepsilon\,c_\mu=E\,c_\mu. \tag{11}$$

Moving the third term to the right and using $\varepsilon=E/n$ gives

$$v_\mu+\sum_\nu m_{\mu\nu}c_\nu=\Big(E-\frac{n-1}{n}E\Big)c_\mu=\frac{E}{n}\,c_\mu=\frac2N E\,c_\mu. \tag{12}$$

CI restricted to one excited pair at a time lacks the functions in which two pairs are excited at once. It keeps the full $Ec_\mu$ on the right, which contains the correlation energy of all pairs, although the equation describes the excitation of one. The missing functions would cancel the share of the other $n-1$ pairs. What must remain is the energy of the pair being excited, since that pair cannot be excited a second time from $\phi_0$. ACPF assigns this share its average value, $2E/N$.

### Stationarity of the functional

The functional has to reproduce the right side of Eq. (12) when it is minimized. Consider a general system with an orthonormal external basis $|K\rangle$, $\Psi_e=\sum_K C_K|K\rangle$, and

$$V_K=\langle K|H|\Psi_0\rangle,\qquad M_{KL}=\langle K|H-E_0|L\rangle. \tag{13}$$

With numerator $A=2V^{T}C+C^{T}MC$ and denominator $D=1+g\,C^{T}C$, the derivative of $F_g=A/D$ is

$$\frac{\partial F_g}{\partial C_K}=\frac{2V_K+2(MC)_K}{D}-\frac{A}{D^2}\,2gC_K
=\frac2D\big[V+MC-gF_gC\big]_K. \tag{14}$$

At a stationary point with $F_g=E$ the bracket vanishes:

$$V+MC=gE\,C. \tag{15}$$

This is Eq. (12) when $g=2/N$. To obtain the energy, multiply Eq. (15) from the left by $C^T$, which gives $C^TMC=gE\,C^TC-V^TC$. Insert this in $E\,D=A$:

$$E+gE\,C^TC=2V^TC+gE\,C^TC-V^TC\quad\Longrightarrow\quad E=V^TC. \tag{16}$$

Equations (15) and (16) together form the generalized eigenvalue problem

$$\begin{pmatrix}0&V^T\\V&M\end{pmatrix}\begin{pmatrix}1\\C\end{pmatrix}=E\begin{pmatrix}1&0\\0&g\end{pmatrix}\begin{pmatrix}1\\C\end{pmatrix}. \tag{17}$$

An ACPF calculation is thus a CI calculation with a changed metric.

Let $t_k$ and $u_k$ be the eigenvalues and orthonormal eigenvectors of $M$, and let $w_k=(u_k^TV)^2$. Solving Eq. (15) for $C=-(M-gE)^{-1}V$ and inserting it in Eq. (16) gives

$$E=-\sum_k\frac{w_k}{t_k-gE}. \tag{18}$$

Assume that all $t_k>0$ and $V\neq0$. The function $f(E)=E+\sum_kw_k/(t_k-gE)$ has the derivative $1+g\sum_kw_k/(t_k-gE)^2>0$ for $E\le0$. It tends to $-\infty$ for $E\to-\infty$ and is positive at $E=0$. Equation (18) therefore has one negative root. For $g>0$ this root is the minimum of $F_g$. To see this, set $b=\sqrt g\,C$, which turns $F_g$ into an ordinary Rayleigh quotient in the vector $(1,b)$, whose lowest eigenvalue is its minimum. Eigenvectors without a reference component have the positive eigenvalues $t_k/g$ and do not compete. For $g=0$ the functional is a quadratic form with positive curvature, and its one stationary point is its minimum.

### Proof for identical pairs

The comparison in Eq. (7) assumed the same $\chi$ in every pair. The minimization is free to choose different ones, so this has to be examined. Let pair $i$ carry its own function $\chi_i$, with $a_i$ and $s_i$ defined as in Eq. (3). The cross terms vanish as before, since they vanished through $\langle\phi_0|\chi_i\rangle=0$ and not through equality of the functions. Hence

$$F_g=\frac{\sum_ia_i}{1+g\sum_is_i}. \tag{19}$$

Put $\gamma=ng$. The denominator can be shared among the pairs:

$$1+g\sum_is_i=\frac1n\Big(n+\gamma\sum_is_i\Big)=\frac1n\sum_i(1+\gamma s_i). \tag{20}$$

With the positive weights $p_i=(1+\gamma s_i)/\sum_j(1+\gamma s_j)$, which add up to one,

$$F_g=n\sum_ip_i\,\frac{a_i}{1+\gamma s_i}. \tag{21}$$

The functional is $n$ times a weighted average of one-pair functionals. Define

$$\varepsilon(\gamma)=\min_\chi\frac{a}{1+\gamma s}. \tag{22}$$

No member of the average lies below $\varepsilon(\gamma)$, so neither does the average. The value is reached when every $\chi_i$ is a minimizing function. Therefore

$$E_n(g)=n\,\varepsilon(ng). \tag{23}$$

For $g=2/N=1/n$ the argument is $\gamma=1$. Equation (22) is then Eq. (4), and

$$E_n(2/N)=n\,\varepsilon(1)=n\,\varepsilon. \tag{24}$$

This proves exactness for externals that excite one pair at a time.

### The full space of single and double excitations

A calculation with all single and double excitations contains further functions. In one kind, two different pairs are each singly excited, into $\sigma_i$ and $\tau_j$. The product $\sigma_i\tau_j$ differs from $\Psi_0$ in two pairs and does not couple to it. Its coupling to a function with pair $i$ alone in a state $\chi$ is

$$\langle\sigma_i\tau_j|\bar h_i+\bar h_j|\chi_i\rangle=\langle\sigma|\bar h|\chi\rangle\langle\tau|\phi_0\rangle+\langle\sigma|\chi\rangle\langle\tau|\bar h|\phi_0\rangle. \tag{25}$$

The first term vanishes by orthogonality. The second vanishes if single excitations do not couple to the reference, which is Brillouin's theorem for a converged Hartree–Fock reference. For a locally triplet $\tau$ it vanishes by spin symmetry. Functions in which an electron has moved from one pair to another do not couple either, because the Hamiltonian of separated pairs conserves the electron number of each.

All these functions form blocks of their own in Eq. (17). If $M$ is positive on them, their eigenvalues are positive and the minimum is unchanged. Equation (24) then holds for ACPF with all single and double excitations. The numerical check confirms it for two and three hydrogen molecules to within $10^{-7}$ hartree, with none of these functions removed from the space. At the bond length of 1.4 bohr, full diagonalization for two and three molecules shows no lower root from the uncoupled blocks. The condition on $M$ fails for stretched bonds with an RHF reference. For two molecules in the 6-31G basis, $M$ has a negative eigenvalue at 3.2 bohr. At 3.6 bohr the functions with both molecules in a local triplet, one of which is an overall singlet, have $t=-0.094$ hartree. Their root $t/g=-0.187$ hartree has no reference component and lies below the exact value of $-0.179$ hartree, so the minimum of the functional is no longer $n\varepsilon$.

## II. The family of functionals and its limits

### Symbols and results carried over

The functional $F_g$ of Eq. (2) divides the correlation numerator by $1+g\langle\Psi_e|\Psi_e\rangle$, and $E$ is its minimum. The external amplitudes are $C$, their coupling to the reference is $V$, and $M$ is the external block of $H-E_0$, with eigenvalues $t_k$ and squared couplings $w_k$. Stationarity gives $V+MC=gEC$ and $E=V^TC$, Eqs. (15) and (16). There are $N$ correlated electrons. For $n=N/2$ identical noninteracting pairs, $E_n(g)=n\,\varepsilon(\gamma)$ with $\gamma=ng$, Eq. (23), where $\varepsilon(\gamma)$ is the minimum of $a/(1+\gamma s)$ for one pair and $\varepsilon(1)=\varepsilon$ is exact. One pair has the numerator $a$, the external norm $s$ and the coupling vector $v$.

### One parameter, four methods

The right side of Eq. (15) is the part of the energy shift that remains after the effect of the missing higher excitations has been estimated. The cancelled part is $(1-g)E$. The methods differ in this estimate.

**CI** has $g=1$ and cancels nothing.

**CEPA(0)** has $g=0$ and cancels the whole shift. The amplitude equations become linear, and Eq. (18) becomes explicit:

$$MC=-V,\qquad E=-V^TM^{-1}V=-\sum_k\frac{w_k}{t_k}. \tag{26}$$

For separated pairs, Eq. (11) shows that the correct cancellation is $(n-1)\varepsilon$. CEPA(0) cancels $n\varepsilon$, and so includes the energy of the pair that is already excited.

With $g=2/N$ the functional is exact for identical noninteracting pairs if the externals excite one pair at a time, and also with all single and double excitations if Brillouin's theorem holds and $M$ is positive on the uncoupled functions. CI and CEPA(0) have been identified as $g=1$ and $g=0$; still to come are ACPF and AQCC as members of the same family, the comparison of all four methods, and the cases where exactness fails.
